# Does square-root-of-time moisture uptake prove a constant diffusivity?: a numerical check

```python
# RESULT UNDER TEST
# Moisture uptake of a semi-infinite film with a fixed surface concentration is
# exactly proportional to sqrt(time) for ANY diffusivity D(c), not only constant D.
# The slope gives only an apparent diffusivity D_app, a weighted average of D(c).
# SYMBOLS
# u: concentration / saturation concentration; x: depth (um); t: time (s)
# D: diffusivity (um^2/s inside the program, cm^2/s in the printout)
# D_app: constant diffusivity that would give the same sqrt(time) slope
# y = x / (2 sqrt(D_dry t)): similarity variable; G = D / D_dry
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import erfc, erfcx

CM2 = 1e8                       # um^2 in one cm^2
D_dry, D_wet = 1e-9 * CM2, 4e-9 * CM2
thickness = 10.0                # um
c_sat = 3.0e4                   # ug/cm^3
mass_per_um = c_sat * 1e-4      # ug/cm^2 for each um of saturated film
rise = D_wet / D_dry - 1.0


def simulate(D, depth, cells, times, start=0.0, surface=1.0,
             ramp=0.0, transfer=np.inf):
    """Finite volumes, closed far side. D is a function of (u, x).
    Returns integral of (u - start) dx, profiles, and cell centres."""
    dx = depth / cells
    centres = (np.arange(cells) + 0.5) * dx
    faces = np.arange(1, cells) * dx

    def rate(t, u):
        us = surface if ramp == 0 else start + (surface - start) * min(t / ramp, 1)
        flux = np.zeros(cells + 1)
        resistance = 0.5 * dx / D(0.5 * (us + u[0]), 0.0) + 1.0 / transfer
        flux[0] = (us - u[0]) / resistance
        flux[1:-1] = D(0.5 * (u[1:] + u[:-1]), faces) * (u[:-1] - u[1:]) / dx
        return (flux[:-1] - flux[1:]) / dx

    sol = solve_ivp(rate, (0.0, times[-1]), np.full(cells, start),
                    method="LSODA", t_eval=times, rtol=1e-7, atol=1e-9,
                    first_step=1e-6, lband=1, uband=1)
    assert sol.success
    return (sol.y - start).sum(axis=0) * dx, sol.y, centres


def apparent_ratio(G, y_end=12.0):
    """D_app / D_dry from shooting on (G v')' + 2 y v' = 0, v(0)=1, v(inf)=0."""
    def rhs(y, state):
        v, q = state            # q = -G dv/dy
        g = G(min(max(v, 0.0), 1.0))
        return [-q / g, -2.0 * y * q / g]

    def miss(q0):
        s = solve_ivp(rhs, (0.0, y_end), [1.0, q0], method="DOP853",
                      rtol=1e-9, atol=1e-12)
        return s.y[0, -1]

    q0 = brentq(miss, 0.05, 6.0, xtol=1e-11)
    return np.pi * q0**2 / 4.0


def D_linear(u, x):
    return D_dry * (1.0 + rise * u)


def length_slope(D_app):        # uptake integral / sqrt(t) for a full step
    return 2.0 * np.sqrt(D_app / np.pi)


# Similarity solutions
assert abs(apparent_ratio(lambda v: 1.0) - 1.0) < 1e-6
D_sorb = D_dry * apparent_ratio(lambda v: 1 + rise * v)
D_desorb = D_dry * apparent_ratio(lambda v: 1 + rise * (1 - v))
steps = [0.25, 0.5, 1.0]
D_steps = [D_dry * apparent_ratio(lambda v, s=s: 1 + rise * s * v) for s in steps]
assert D_steps[0] < D_steps[1] < D_steps[2]
assert D_sorb > 1.2 * D_desorb

# Direct solution in a thick film: exponent and slope, no scaling assumed.
# Tolerances allow for the grid error left by the initial concentration jump.
thick_times = np.array([25.0, 100.0])


def exponent(m):
    return np.log(m[1] / m[0]) / np.log(4.0)


m_in, profiles, x = simulate(D_linear, 40.0, 800, thick_times)
m_out, _, _ = simulate(D_linear, 40.0, 800, thick_times, start=1.0, surface=0.0)
m_small, _, _ = simulate(D_linear, 40.0, 800, thick_times, surface=0.25)
for m, D_app, height in ((m_in, D_sorb, 1.0), (-m_out, D_desorb, 1.0),
                         (m_small, D_steps[0], 0.25)):
    assert abs(exponent(m) - 0.5) < 2e-3
    assert np.allclose(m, height * length_slope(D_app) * np.sqrt(thick_times),
                       rtol=3e-3)

# Control: a fast skin (D depends on position) must break the scaling
skin = 2.0
m_skin, _, _ = simulate(lambda u, z: np.where(np.asarray(z) < skin, D_wet, D_dry),
                        40.0, 800, thick_times)
assert abs(exponent(m_skin) - 0.5) > 0.05

# Profiles at two times collapse on x / sqrt(t)
early = np.interp(x[x < 18], x, profiles[:, 0])
late = np.interp(2 * x[x < 18], x, profiles[:, 1])
collapse_error = np.max(np.abs(early - late))
assert collapse_error < 5e-3

# D(c) recovered from one profile
spline = CubicSpline(x, profiles[:, 1])
levels = [0.25, 0.5, 0.75]
D_recovered = []
for level in levels:
    z = brentq(lambda s: spline(s) - level, x[0], 30.0)
    area = z * level + spline.integrate(z, x[-1])
    D_recovered.append(area / (2 * thick_times[1] * -spline(z, 1)))
assert np.allclose(D_recovered, [D_linear(v, 0) for v in levels], rtol=1e-2)


# First-order weight against finite differences of the nonlinear solution
def weighted_mean(g):
    return quad(lambda y: 2 * (1 - np.sqrt(np.pi) * y * erfcx(y)) * g(erfc(y))
                * 2 / np.sqrt(np.pi) * np.exp(-y * y), 0, 10, epsabs=1e-11)[0]


def response(g, eps=0.01):
    return (apparent_ratio(lambda v: 1 + eps * g(v))
            - apparent_ratio(lambda v: 1 - eps * g(v))) / (2 * eps)


assert abs(weighted_mean(lambda u: 1.0) - 1) < 1e-8
assert abs(weighted_mean(lambda u: u) - 2 / np.pi) < 1e-8
response_in = response(lambda u: u)
response_out = response(lambda u: 1 - u)
assert abs(response_in - 2 / np.pi) < 1e-3
assert abs(response_out - (1 - 2 / np.pi)) < 1e-3
assert abs(response(lambda u: u**3) - weighted_mean(lambda u: u**3)) < 1e-3


# D symmetric about the middle: equal sorption and desorption, yet not constant
def G_sym(u):
    return 1 + 12 * u * (1 - u)


sym_full = D_dry * apparent_ratio(G_sym)
sym_small = D_dry * apparent_ratio(lambda v: G_sym(0.1 * v))
m_sym, _, _ = simulate(lambda u, z: D_dry * G_sym(u), 40.0, 800, thick_times,
                       start=1.0, surface=0.0)
sym_desorb = np.pi * m_sym[1]**2 / (4 * thick_times[1])
assert abs(sym_desorb / sym_full - 1) < 6e-3
assert abs(sym_small / sym_full - 1) > 0.2

# The 10 um film
times = np.arange(0.5, 600.1, 0.5)
film, film_u, _ = simulate(D_linear, thickness, 400, times)
dry, _, _ = simulate(D_linear, thickness, 400, times, start=1.0, surface=0.0)
flat, flat_u, _ = simulate(lambda u, z: D_sorb + 0 * u, thickness, 400, times)
n = np.arange(200)[:, None]
odd = (2 * n + 1) * np.pi / 2
series = 1 - np.sum(2 / odd**2 * np.exp(-odd**2 * D_sorb * times / thickness**2),
                    axis=0)
assert np.max(np.abs(flat / thickness - series)[times > 5]) < 1e-3


def departure(m, D_app):
    """Time and fraction at which uptake is 1 % below the sqrt(time) line."""
    ratio = m / (length_slope(D_app) * np.sqrt(times))
    i = np.where((times > 5) & (ratio < 0.99))[0][0]
    t = np.interp(0.99, [ratio[i], ratio[i - 1]], [times[i], times[i - 1]])
    return t, np.interp(t, times, m) / thickness


def arrival(u):
    return np.interp(0.1, u[-1], times)


marks = np.array([5.0, 20.0, 80.0])
at_marks = np.interp(marks, times, film)
line = length_slope(D_sorb) * np.sqrt(marks)
assert np.allclose(at_marks, line, rtol=5e-3)
dep_in, dep_out, dep_flat = (departure(film, D_sorb), departure(-dry, D_desorb),
                             departure(flat, D_sorb))
arrive_true, arrive_flat = arrival(film_u), arrival(flat_u)
assert arrive_true > arrive_flat
curve_gap = np.max(np.abs(film - flat)) / thickness

# Neglected effects, from rough inputs
T_room, T_hot, E_act = 298.0, 358.0, 0.4            # K, K, eV
p_vapour, D_air, air_layer = 20.0, 0.25, 0.1        # Torr, cm^2/s, cm
latent, wafer_cm, wafer_heat = 2400.0, 0.075, 1.6   # J/g, cm, J/(cm^3 K)
kB = const.k / const.e
vapour = p_vapour * const.torr * 0.018015 / (const.R * T_room)  # kg/m^3
max_supply = D_air * vapour * 1e3 / air_layer       # ug/(cm^2 s)
transfer = max_supply / c_sat * 1e4                 # um/s
ramped, _, _ = simulate(D_linear, thickness, 400, marks, ramp=1.0)
starved, _, _ = simulate(D_linear, thickness, 400, marks, transfer=transfer)
loss_ramp = 100 * (1 - ramped / at_marks)
loss_air = 100 * (1 - starved / at_marks)
swelling = 100 * c_sat / 1e6                        # water density 1e6 ug/cm^3
heating = latent * mass_per_um * thickness * 1e-6 / (wafer_cm * wafer_heat)
D_shift = 100 * (np.exp(E_act / kB * (1 / T_room - 1 / (T_room + heating))) - 1)
hot_factor = np.exp(E_act / kB * (1 / T_room - 1 / T_hot))

print(f"Film thickness: {thickness:.1f} um")
print(f"D dry, D saturated: {D_dry/CM2:.2e}, {D_wet/CM2:.2e} cm^2/s")
print(f"Saturation concentration: {c_sat/1e3:.1f} mg/cm^3")
print(f"Saturated film uptake: {mass_per_um*thickness:.2f} ug/cm^2")
print(f"Thick film, exponent of t, sorption: {exponent(m_in):.4f}")
print(f"Thick film, exponent of t, desorption: {exponent(-m_out):.4f}")
print(f"Control, {skin:.0f} um fast skin, exponent of t: {exponent(m_skin):.4f}")
print(f"Profile collapse, largest mismatch in u: {collapse_error:.1e}")
print(f"D_app sorption: {D_sorb/CM2:.3e} cm^2/s")
print(f"D_app desorption: {D_desorb/CM2:.3e} cm^2/s")
print(f"Ratio sorption/desorption of D_app: {D_sorb/D_desorb:.3f}")
first_in = D_dry + 2 / np.pi * (D_wet - D_dry)
first_out = D_dry + (1 - 2 / np.pi) * (D_wet - D_dry)
print(f"First-order D_app sorption: {first_in/CM2:.3e} cm^2/s")
print(f"First-order D_app desorption: {first_out/CM2:.3e} cm^2/s")
print(f"Linear-D weight, sorption: numeric {response_in:.4f}, 2/pi {2/np.pi:.4f}")
print(f"Linear-D weight, desorption: numeric {response_out:.4f}, "
      f"1-2/pi {1-2/np.pi:.4f}")
for s, d in zip(steps, D_steps):
    print(f"D_app, step from dry to u = {s:.2f}: {d/CM2:.3e} cm^2/s")
for v, d in zip(levels, D_recovered):
    print(f"D from one profile at u = {v:.2f}: {d/CM2:.3e} cm^2/s "
          f"(input {D_linear(v, 0)/CM2:.3e})")
print(f"Symmetric D, D_app full sorption: {sym_full/CM2:.3e} cm^2/s")
print(f"Symmetric D, D_app full desorption: {sym_desorb/CM2:.3e} cm^2/s")
print(f"Symmetric D, D_app step to u = 0.10: {sym_small/CM2:.3e} cm^2/s")
print(f"Sorption slope S: {length_slope(D_sorb)*mass_per_um:.3f} ug/(cm^2 s^0.5)")
for t, a, b in zip(marks, at_marks, line):
    print(f"Film uptake at {t:.0f} s: {a*mass_per_um:.3f} ug/cm^2 "
          f"(S sqrt(t): {b*mass_per_um:.3f})")
for name, d in (("sorption", dep_in), ("desorption", dep_out),
                ("constant D_app", dep_flat)):
    print(f"1 % below sqrt(t) line, {name}: {d[0]:.1f} s, fraction {d[1]:.3f}")
print(f"Base reaches u = 0.10, true D(c): {arrive_true:.1f} s")
print(f"Base reaches u = 0.10, constant D_app: {arrive_flat:.1f} s")
print(f"Largest gap of the two uptake curves: {100*curve_gap:.2f} % of saturation")
print(f"Rough inputs: {p_vapour:.0f} Torr vapour, {air_layer*10:.0f} mm still air, "
      f"D_air {D_air:.2f} cm^2/s")
print(f"Rough inputs: activation {E_act:.1f} eV, latent heat {latent:.0f} J/g")
print(f"Rough inputs: wafer {wafer_cm*1e4:.0f} um, {wafer_heat:.1f} J/(cm^3 K)")
for t, a, b in zip(marks, loss_ramp, loss_air):
    print(f"Uptake lost at {t:.0f} s: 1 s ramp {a:.2f} %, still air {b:.2f} %")
print(f"Swelling if volumes add: {swelling:.1f} %")
print(f"Heating at full uptake, no heat loss: {heating:.2f} K")
print(f"Change of D by that heating: {D_shift:.1f} %")
print(f"D factor from {T_room:.0f} K to {T_hot:.0f} K: {hot_factor:.1f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Film thickness: 10.0 um
D dry, D saturated: 1.00e-09, 4.00e-09 cm^2/s
Saturation concentration: 30.0 mg/cm^3
Saturated film uptake: 30.00 ug/cm^2
Thick film, exponent of t, sorption: 0.5000
Thick film, exponent of t, desorption: 0.5000
Control, 2 um fast skin, exponent of t: 0.3609
Profile collapse, largest mismatch in u: 1.6e-05
D_app sorption: 2.880e-09 cm^2/s
D_app desorption: 2.061e-09 cm^2/s
Ratio sorption/desorption of D_app: 1.397
First-order D_app sorption: 2.910e-09 cm^2/s
First-order D_app desorption: 2.090e-09 cm^2/s
Linear-D weight, sorption: numeric 0.6366, 2/pi 0.6366
Linear-D weight, desorption: numeric 0.3634, 1-2/pi 0.3634
D_app, step from dry to u = 0.25: 1.474e-09 cm^2/s
D_app, step from dry to u = 0.50: 1.944e-09 cm^2/s
D_app, step from dry to u = 1.00: 2.880e-09 cm^2/s
D from one profile at u = 0.25: 1.750e-09 cm^2/s (input 1.750e-09)
D from one profile at u = 0.50: 2.500e-09 cm^2/s (input 2.500e-09)
D from one profile at u = 0.75: 3.250e-09 cm^2/s (input 3.250e-09)
Symmetric D, D_app full sorption: 2.938e-09 cm^2/s
Symmetric D, D_app full desorption: 2.939e-09 cm^2/s
Symmetric D, D_app step to u = 0.10: 1.701e-09 cm^2/s
Sorption slope S: 1.817 ug/(cm^2 s^0.5)
Film uptake at 5 s: 4.062 ug/cm^2 (S sqrt(t): 4.062)
Film uptake at 20 s: 8.124 ug/cm^2 (S sqrt(t): 8.124)
Film uptake at 80 s: 16.248 ug/cm^2 (S sqrt(t): 16.249)
1 % below sqrt(t) line, sorption: 152.9 s, fraction 0.741
1 % below sqrt(t) line, desorption: 102.8 s, fraction 0.514
1 % below sqrt(t) line, constant D_app: 111.0 s, fraction 0.632
Base reaches u = 0.10, true D(c): 66.1 s
Base reaches u = 0.10, constant D_app: 45.2 s
Largest gap of the two uptake curves: 2.84 % of saturation
Rough inputs: 20 Torr vapour, 1 mm still air, D_air 0.25 cm^2/s
Rough inputs: activation 0.4 eV, latent heat 2400 J/g
Rough inputs: wafer 750 um, 1.6 J/(cm^3 K)
Uptake lost at 5 s: 1 s ramp 6.20 %, still air 1.78 %
Uptake lost at 20 s: 1 s ramp 1.51 %, still air 0.90 %
Uptake lost at 80 s: 1 s ramp 0.38 %, still air 0.45 %
Swelling if volumes add: 3.0 %
Heating at full uptake, no heat loss: 0.60 K
Change of D by that heating: 3.2 %
D factor from 298 K to 358 K: 13.6
ALL CHECKS PASSED
```
